Hinshelwood energy sharing and the rate of strong-collision activation

Suppose that a gas molecule must collect 2.4 eV before it can decompose, and that only the energy of one oscillator counts. At 900 K the fraction of molecules with that much energy is 3.6×10⁻¹⁴. With 6.1×10⁶ collisions per second, a molecule is activated 2.2×10⁻⁷ times per second, or once in about 52 days. These are rough conditions for silane in a hot-wall silicon deposition reactor, where gas stays for seconds. The estimate fails because it ignores the many ways in which a polyatomic molecule can hold the same total energy. Counting them raises the activation rate by orders of magnitude, but the short formula for the increase needs a stricter condition than a high threshold alone.

**Assumptions and notation**

The molecule has s classical harmonic oscillators, which exchange energy freely. Its critical energy is E0, k is Boltzmann's constant, T is the temperature, and

x = E0/(kT).

Energies ε are in units of kT unless an energy unit is shown. Three assumptions define the model.

A1. The total energy of the s oscillators decides whether a molecule can react.

A2. Each molecule collides with the bath at frequency ω, independent of its energy. A collision is strong: afterwards the energy has the equilibrium distribution f_s(ε), whatever it was before.

A3. The pressure is so low that every molecule with ε ≥ x reacts before its next collision.

**Theorem**

Under A1 to A3 the activation rate per unreacted molecule is

k0 = ω P_s,  P_s = exp(−x) F_s,  F_s = Σ_{j=0}^{s−1} x^j/j!.

At fixed ω, E0 and T, F_s is therefore the enhancement over a molecule with s = 1. Its highest power is

L_s = x^(s−1)/(s−1)!.

For s ≥ 2 and x > s−1,

1 + (s−1)/x ≤ F_s/L_s ≤ 1/[1 − (s−1)/x].

Hence F_s ≈ L_s when x ≫ s−1. The condition x ≫ 1 is not sufficient.

**Lemma 1: the energy distribution**

f_s(ε) = ε^(s−1) exp(−ε)/(s−1)!.

Proof. Scale the momentum and coordinate of one oscillator so that its energy is ε = (p²+q²)/2. The Boltzmann weight is exp(−ε) dp dq/(2π). In polar coordinates p²+q² = r², so dp dq = r dr dφ and r dr = dε. The integral over φ gives 2π, and f_1(ε) = exp(−ε).

Assume the formula for s−1 oscillators and add one with energy u. The others hold ε−u, so

f_s(ε) = ∫_0^ε exp(−u) (ε−u)^(s−2) exp(−ε+u)/(s−2)! du
= exp(−ε) ∫_0^ε (ε−u)^(s−2)/(s−2)! du
= exp(−ε) ε^(s−1)/(s−1)!.

The two exponentials combine to exp(−ε) however the energy is divided. The power of ε counts the divisions. ∎

**Lemma 2: the fraction above threshold**

P_s = exp(−x) Σ_{j=0}^{s−1} x^j/j!.

Proof. By definition P_s = ∫_x^∞ f_s(ε) dε. For s ≥ 2, integrate by parts, with −exp(−ε) as the integral of exp(−ε):

P_s = [−ε^(s−1) exp(−ε)/(s−1)!]_x^∞ + ∫_x^∞ ε^(s−2) exp(−ε)/(s−2)! dε
= x^(s−1) exp(−x)/(s−1)! + P_{s−1}.

Since P_1 = exp(−x), repeating this step down to s = 1 gives the sum. ∎

**Lemma 3: the strong-collision rate**

k0 = ωP_s, without any requirement that P_s be small.

Proof. Let n(ε,t) be the population below threshold and N(t) = ∫_0^x n dε. Collisions remove molecules from energy ε at rate ωn. In all, ωN molecules collide per unit time, and a share f_s(ε)dε of them lands in dε. By A3 nothing returns from above threshold. Thus

∂n/∂t = ωN f_s(ε) − ωn.

Integrate from 0 to x, where ∫_0^x f_s dε = 1−P_s:

dN/dt = ωN(1−P_s) − ωN = −ωP_s N.

The loss rate per unreacted molecule is ωP_s. ∎

This was tested where P_s is not tiny. For s = 3 and x = 6, P_s = 25 exp(−6) = 0.062, and the slowest decay rate of a discretized collision matrix agreed with ωP_s to within one part in 10⁴.

**Lemma 4: the error of the leading term**

Proof of the bounds. Divide the term with j = s−1−m by L_s:

[x^(s−1−m)/(s−1−m)!] (s−1)!/x^(s−1) = (s−1)(s−2)…(s−m)/x^m.

Therefore

F_s/L_s = 1 + Σ_{m=1}^{s−1} (s−1)(s−2)…(s−m)/x^m.

All terms are positive, and the one with m = 1 is (s−1)/x, which gives the lower bound. Each of the m factors in a numerator is at most s−1, so each term is at most [(s−1)/x]^m. Extending the sum to infinity gives a geometric series, which converges for x > s−1 and gives the upper bound. ∎

Lemmas 1 to 4 together prove the theorem.

**Remark 1: meaning and failure of the short formula**

Since f_s(x) = L_s exp(−x), L_s compares the density of molecules at the threshold with that for one oscillator. The quotient F_s/L_s = P_s/f_s(x) is the effective width, in units of kT, of the population above threshold. For s = 1 it is 1. For larger s the tail falls more slowly, because the number of ways to divide the energy still grows with ε.

The upper bound can be rewritten as 1 − L_s/F_s ≤ (s−1)/x. Thus x ≥ 10(s−1) is sufficient for L_s to fall short of F_s by at most 10% of F_s. For s = 9 and E0 = 2.4 eV this means x ≥ 80, or a temperature below about 350 K.

The opposite limit is many oscillators at fixed x. From L_{s+1}/L_s = x/s, the leading term grows while s < x and then falls to zero. The full sum instead tends to exp(x), so P_s tends to 1: the mean energy skT has passed the threshold and almost every molecule is energized. The short formula then has the wrong trend, while Lemma 2 still holds.

**Corollary: the activation energy**

Let the bath density and collision cross-section be fixed. Then ω is proportional to the mean relative speed, hence to T^(1/2). Define Ea = kT² d ln k0/dT. The collision frequency contributes kT²/(2T) = kT/2. For the other factor, dx/dT = −x/T and dP_s/dx = −f_s(x), so

kT² d ln P_s/dT = kT² (x/T) f_s(x)/P_s = kT x L_s/F_s.

Adding the two parts,

Ea = kT [1/2 + x L_s/F_s].

For x > s−1 the upper bound of Lemma 4 gives L_s/F_s ≥ 1 − (s−1)/x, and therefore

Ea ≥ E0 − (s−3/2)kT.

The right-hand side is also the approximate value for x ≫ s−1. Energy sharing lowers the measured slope although E0 is unchanged: heating increases exp(−x), but it reduces the factor F_s.

**The example: silane with nine classical oscillators**

Silane can lose H2 and form SiH2. Take the rough values E0 = 2.4 eV, T = 900 K, a pressure of 1 Torr, a bath of nitrogen and a collision diameter of 0.40 nm. Silane has nine vibrational modes, so the direct classical choice is s = 9.

With kT = 0.07756 eV, x = 2.4/0.07756 = 30.9. The bath density is 1.073×10²² m⁻³, the mean relative speed 1130 m/s and the cross-section π(0.40 nm)² = 5.03×10⁻¹⁹ m². Their product is ω = 6.09×10⁶ s⁻¹.

The leading term is L_9 = x⁸/8! = 2.09×10⁷ and the full sum is F_9 = 2.77×10⁷. Their quotient, F_9/L_9 = 1.33, lies between the bounds 1.26 and 1.35. The short formula is thus 25% below the full enhancement, although the threshold is 31 times kT. At x = 100 the quotient is 1.09, and at x = 600 it is 1.01. With s = 3 it is already 1.07 at the example's x, since (s−1)/x is smaller.

The low-pressure rate becomes

k0 = 6.09×10⁶ s⁻¹ × 3.64×10⁻¹⁴ × 2.77×10⁷ = 6.1 s⁻¹.

The activation energy is 0.07756 eV × (0.5 + 30.945/1.3304) = 1.84 eV, which a numerical temperature derivative confirms. The simple estimate, 1.82 eV, lies below it, as the corollary requires. Both are well below E0.

**Remark 2: finite pressure**

A3 needs a reaction rate for energized molecules. In the Kassel picture a molecule reacts when one chosen oscillator holds at least E0. At total energy ε > x, Lemma 1 gives the probability of this for s ≥ 2 as

∫_x^ε (ε−u)^(s−2)/(s−2)! du ÷ [ε^(s−1)/(s−1)!] = (1−x/ε)^(s−1).

Hence k(ε) = A(1−x/ε)^(s−1), where A is the rate when the condition is met. If the overall decay is slow compared with ω, the population at ε is steady. Its gain ωN f_s equals its loss (ω+k)n, with N now the total population. So n = ωN f_s/(ω+k), and the overall rate is

k_uni = (1/N) ∫_x^∞ k n dε = ω ∫_x^∞ k f_s/(k+ω) dε.

When k ≫ ω throughout the important range, this returns ωP_s. When ω ≫ k, the integrand becomes k f_s, and with y = ε−x

k_uni = A ∫_x^∞ (ε−x)^(s−1) exp(−ε)/(s−1)! dε
= A exp(−x) ∫_0^∞ y^(s−1) exp(−y)/(s−1)! dy = A exp(−x).

The enhancement has vanished. In this model, energy sharing makes energized molecules more common and slows the reaction of each, and at high pressure the two effects cancel.

Take A = 10¹⁵ s⁻¹ as a rough value. For s = 9, a molecule with energy kT above threshold reacts at 10¹⁵/(31.9)⁸ ≈ 900 s⁻¹, far below ω. A3 therefore fails at 1 Torr: the integral gives only 0.095 of the low-pressure formula, or 0.58 s⁻¹. The high-pressure limit is 36 s⁻¹.

**Remark 3: quantized vibrations**

A larger fault is the classical treatment itself. Represent silane by five bends at 950 cm⁻¹ and four stretches at 2200 cm⁻¹, both rough values. Their quanta are 1.52 kT and 3.52 kT. A quantum oscillator with quantum h, in units of kT, has mean thermal energy h/(exp h − 1) above its ground state. This is 0.43 kT for a bend and 0.11 kT for a stretch, against kT for each classical oscillator.

For a bend quanta and b stretch quanta in total, the number of states is the number of ways to distribute them:

g(a,b) = [(a+4)!/(a! 4!)] [(b+3)!/(b! 3!)].

Summing g exp(−ε) over all levels with energy at least E0 above the ground state, and dividing by the sum over all levels, gives the fraction 1.81×10⁻⁹. The classical fraction for s = 9, 1.01×10⁻⁶, is 557 times larger. The quantum enhancement over exp(−x) is 5.0×10⁴, and the strong-collision rate falls to 0.011 s⁻¹. With only two frequencies the levels lie in groups, so these values hold to about 20%, not to the digits shown: moving E0 by up to 0.1 eV moves the ratio 557 between about 410 and 620 and the effective s found below between 5.0 and 5.2, and the measured fundamentals of silane (2187, 975 twice, 2191 three times, 914 three times, in cm⁻¹) give about 480.

One can keep the Hinshelwood form with an effective s, replacing (s−1)! by the gamma function Γ(s) in Lemma 1. Matching the quantum fraction gives s = 5.07 at 900 K and 5.35 at 1100 K. The whole number s = 5 gives F_5 = 4.4×10⁴, close to the quantum enhancement. The effective s describes one tail at one temperature; it is neither the number of modes nor a molecular constant.

If this effective s is also used in k(ε), the finite-pressure factor is 0.76 instead of 0.095. The low-pressure formula is then a fair first estimate at 1 Torr. This use is a further approximation, because matching the fraction above threshold does not establish the form of k(ε). In fact it makes k(ε) too small near the threshold, where it forces the rate to zero. For a quantum molecule just above E0, one reaction channel is open, and statistical theory gives the rate as c/ρ, where c = 3×10¹⁰ cm/s and ρ is the number of vibrational states per cm⁻¹. The smoothed model levels give ρ ≈ 270, so the rate starts near 10⁸ s⁻¹, about 18 times ω. For a transition state loose enough to give A = 10¹⁵ s⁻¹ it rises to a few times 10⁹ s⁻¹ at kT above threshold. The finite-pressure factor is then close to 1: about 0.98 to 0.99, and 0.96 for a tight transition state.

**Remark 4: weak collisions**

Real collisions need not restore equilibrium at once. Let y = E−E0, now in energy units. Differentiating ln f_s at the threshold gives a local equilibrium population exp(−y/θ), with

1/θ = 1/(kT) − (s−1)/E0,  θ = kT/[1−(s−1)/x].

Let a downward step of size d have probability density C exp(−d/α), so that α is the mean size of downward steps. Detailed balance multiplies the density of the reverse step by exp(−d/θ). Upward steps therefore have density C exp(−d/γ), where

1/γ = 1/α + 1/θ,  γ = αθ/(α+θ).

Normalization requires C(α+γ) = 1. Without a barrier, exp(−y/θ) is stationary by detailed balance. A constant is also stationary, because the step law depends only on the energy difference and has total probability one. Try

n(y) = exp(−y/θ) − c for y < 0.

Far below the barrier this approaches equilibrium. Above the barrier the population is zero, so the formal continuation of n to y > 0 must send nothing downward. Its contribution at a point y < 0 is

C exp(y/α) ∫_0^∞ [exp(−v/θ)−c] exp(−v/α) dv = C exp(y/α) (γ−cα).

It vanishes for c = γ/α = θ/(α+θ). From y < 0, the probability of crossing the barrier in one collision is

C ∫_{−y}^∞ exp(−d/γ) dd = Cγ exp(y/γ).

Using 1/γ − 1/θ = 1/α, the upward flux is

J = ωCγ ∫_{−∞}^0 [exp(−y/θ)−c] exp(y/γ) dy
= ωCγ (α−cγ) = ωCγ (α²−γ²)/α
= ωγ(α−γ)/α = ωθα²/(α+θ)².

The last step uses α−γ = α²/(α+θ). Strong collisions would give ω∫_0^∞ exp(−y/θ)dy = ωθ. The reduction factor is therefore

β = J/(ωθ) = [α/(α+θ)]².

The result requires θ to be nearly constant over the energies that matter near the barrier. With the effective s, θ = 0.0893 eV. For an assumed α = 0.05 eV, β = (0.05/0.1393)² = 0.129. A numerical solution of the same barrier problem also gives 0.129. It tests the algebra, not the assumed step law or the value of θ. The quantum rate becomes 0.0014 s⁻¹. The effective s gives only an approximate θ, because it was fitted to the fraction above threshold and not to the local slope. The smoothed density of the model's quantum levels gives θ of about 0.096 eV, which lowers β by about 10%, to 0.117. The same smoothing raises the fraction above threshold by about 10%, so the rate stays near 0.0014 s⁻¹.

**Remark 5: what the numbers say about a reactor**

A temperature near 900 K and a pressure near 1 Torr are in the usual range for low-pressure silicon deposition from silane. For these inputs, quantization lowers the nine-oscillator rate in the low-pressure limit by a factor of 557, and weak collisions with the assumed α lower it by about 8 more. At 1 Torr, the finite-pressure factor is 0.095 for s = 9 but close to 1 for the quantum molecule, which reduces the effect of quantization to a factor of about 50. A stretch anharmonic constant of roughly 35 cm⁻¹ raises the quantum fraction by 14% at this E0. Because the model levels lie in groups, this figure depends on where E0 falls among them: moving E0 by up to 0.1 eV can give anything from a decrease of about 10% to an increase of about 22%. Rotation matters if some of its energy helps to cross the threshold: an assumed usable share of 0.2 gives a factor of 1.4, and the limit in which all of it helps gives 11; over the same range of E0 these factors vary from 1.1 to 1.5 and from 8 to 11. These factors were found separately, so multiplying them gives only a rough estimate. With rotation and anharmonicity left out, the rate of 0.0014 s⁻¹ from Remark 4 means that about 0.1% of the silane would decompose in the gas during an assumed stay of 1 s. This is not a growth rate, since silane also reacts on the surface, which the model omits.

The low-pressure enhancement survives quantization and weak collisions in a reduced form. The quantum strong-collision rate is 5×10⁴ times the opening one-oscillator estimate, and the assumed weak-collision factor lowers this ratio to about 6×10³. The other printed values are in the numerical output.

Table of computed values

```
temperature: 900 K; pressure: 1.0 Torr
critical energy E0: 2.40 eV
thermal energy kT: 0.07756 eV
reduced threshold x: 30.945
collision diameter: 0.40 nm
mean relative speed: 1129.6 m/s
bath number density: 1.0729e+22 1/m3
collision frequency omega: 6.0922e+06 1/s
one-oscillator fraction exp(-x): 3.6357e-14
s=2: full F=3.19454e+01, leading L=3.09454e+01, F/L=1.0323
s=3: full F=5.10754e+02, leading L=4.78808e+02, F/L=1.0667
s=5: full F=4.36593e+04, leading L=3.82096e+04, F/L=1.1426
s=9: full F=2.77484e+07, leading L=2.08567e+07, F/L=1.3304
s=9 bounds on F/L: 1.2585 to 1.3487
s=9, x=100: F/L=1.08595
s=9, x=600: F/L=1.01349
one-oscillator activation rate: 2.2150e-07 1/s
s=9 fraction above E0: 1.0089e-06
s=9 low-pressure activation rate: 6.1462e+00 1/s
s=9 activation energy, formula: 1.8427 eV
s=9 activation energy, numerical: 1.8427 eV
s=9 estimate E0-(s-3/2)kT: 1.8183 eV
bend wavenumber (5 modes): 950 cm^-1
stretch wavenumber (4 modes): 2200 cm^-1
bend quantum/kT: 1.5187; stretch quantum/kT: 3.5170
quantum fraction above E0: 1.8105e-09
quantum enhancement over exp(-x): 4.9799e+04
classical/quantum fraction: 557.21
quantum strong-collision rate: 1.1030e-02 1/s
effective s at 900 K: 5.067
effective s at 1100 K: 5.345
mean downward step alpha: 0.050 eV
local decay energy theta: 0.0893 eV
weak-collision factor, formula: 0.1289
weak-collision factor, numerical: 0.1289
quantum rate times weak factor: 1.4213e-03 1/s
reaction prefactor A: 1.0e+15 1/s
high-pressure limit A exp(-x): 3.6357e+01 1/s
finite-pressure factor, s=9: 0.0948
finite-pressure factor, effective s: 0.7559
stretch anharmonic constant: 35 cm^-1
anharmonic/harmonic quantum fraction: 1.1403
assumed usable rotational fraction: 0.20
rotation factor at that fraction: 1.4263
rotation factor if all is usable: 10.602
```
